# Why the B2u Band of Benzene Has No Origin Line: a numerical check

```python
"""Result under test: the A1g -> B2u moment of benzene is zero at D6h geometry,
its linear part comes only from e2g vibrations, and the 0-0 line is absent.
Model: six pi electrons on six sites, full CI, Pariser-Parr-Pople energy
  H = sum t_ij a+_i a_j + U sum n_up n_down + sum V_ij (n_i-1)(n_j-1).
Q is a mass-weighted coordinate (angstrom sqrt(amu)); moments are in e angstrom.
f is oscillator strength, S the Huang-Rhys factor of the breathing mode.
"""
from itertools import combinations
from math import factorial
import numpy as np
from scipy import constants as const

# Round model parameters
BOND = 1.40          # angstrom
HOP = -2.4           # eV at the reference bond length
DECAY = 0.50         # angstrom, decay length of hopping
REPULSION = 11.0     # eV, on-site repulsion
MASS = 13.0          # amu, one CH unit
NU_BEND, NU_BEND_UPPER = 600.0, 520.0   # cm^-1
NU_STRETCH, NU_BREATH = 1600.0, 950.0   # cm^-1
TEMPERATURE = 300.0  # K

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
EV_PER_CM = const.h * const.c * 100 / const.e
NM_EV = const.h * const.c / const.e * 1e9
F_UNIT = 2 * const.m_e * const.e * 1e-20 / (3 * const.hbar**2)


def zero_point(nu):
    """Mean square of Q in the vibrational ground state, amu angstrom^2."""
    omega = 2 * np.pi * const.c * 100 * nu
    return const.hbar / (2 * omega) / const.atomic_mass * 1e20


# Three electrons of each spin: 20 strings per spin
strings = list(combinations(range(6), 3))
string_index = {s: k for k, s in enumerate(strings)}


def place(sites):
    swaps = sum(sites[a] > sites[b] for a in range(3) for b in range(a + 1, 3))
    return string_index[tuple(sorted(sites))], (-1) ** swaps


hop_ops = np.zeros((6, 6, 20, 20))
string_occ = np.zeros((20, 6))
for col, occupied in enumerate(strings):
    string_occ[col, list(occupied)] = 1
    for where, old in enumerate(occupied):
        for new in range(6):
            if new == old or new not in occupied:
                sites = list(occupied)
                sites[where] = new
                row, sign = place(sites)
                hop_ops[new, old, row, col] += sign

occupation = (string_occ[:, None, :] + string_occ[None, :, :]).reshape(400, 6)
double_occ = (string_occ @ string_occ.T).reshape(400)

# Combinations even under exchange of the spins: all singlets (and quintets)
columns = []
for a in range(20):
    for b in range(a, 20):
        vec = np.zeros((20, 20))
        vec[a, b] = vec[b, a] = 1.0
        columns.append(vec.ravel() / np.linalg.norm(vec))
fold = np.array(columns).T


def site_permutation(mapping):
    matrix = np.zeros((20, 20))
    for col, occupied in enumerate(strings):
        row, sign = place([mapping[i] for i in occupied])
        matrix[row, col] = sign
    return fold.T @ np.kron(matrix, matrix) @ fold


def hamiltonian(pos, decay=DECAY, second=1.0, site=None):
    dist = np.linalg.norm(pos[:, None] - pos[None, :], axis=2)
    hop = np.zeros((6, 6))
    for i in range(6):
        for step, factor in ((1, 1.0), (2, second)):
            j = (i + step) % 6
            value = factor * HOP * np.exp(-(dist[i, j] - BOND) / decay)
            hop[i, j] = hop[j, i] = value
    pair = REPULSION / np.sqrt(1 + (REPULSION * dist / COULOMB) ** 2)
    np.fill_diagonal(pair, 0.0)
    one_spin = np.einsum('ij,ijab->ab', hop, hop_ops)
    charge = occupation - 1
    diagonal = REPULSION * double_occ + 0.5 * ((charge @ pair) * charge).sum(1)
    if site is not None:
        diagonal = diagonal + occupation @ site
    full = np.kron(one_spin, np.eye(20)) + np.kron(np.eye(20), one_spin)
    full += np.diag(diagonal)
    return fold.T @ full @ fold


def dipole(pos):
    values = occupation @ pos
    return np.array([fold.T @ (values[:, c, None] * fold) for c in range(2)])


angles = np.arange(6) * np.pi / 3
ring = BOND * np.column_stack([np.cos(angles), np.sin(angles)])
energy, states = np.linalg.eigh(hamiltonian(ring))
ground = states[:, 0]
rotate = site_permutation([(i + 1) % 6 for i in range(6)])
reflect = site_permutation([(-i) % 6 for i in range(6)])
rot_value = np.einsum('in,ij,jn->n', states, rotate, states)
ref_value = np.einsum('in,ij,jn->n', states, reflect, states)
assert abs(rot_value[0] - 1) < 1e-8 and abs(ref_value[0] - 1) < 1e-8
b2u = np.where((abs(rot_value + 1) < 1e-6) & (abs(ref_value + 1) < 1e-6))[0][0]
upper = states[:, b2u]
gap = energy[b2u] - energy[0]


def transition(pos, **options):
    """Moment and energy of the state that continues B2u."""
    levels, vecs = np.linalg.eigh(hamiltonian(pos, **options))
    low = vecs[:, 0] * np.sign(vecs[:, 0] @ ground)
    overlap = upper @ vecs
    k = np.argmax(abs(overlap))
    high = vecs[:, k] * np.sign(overlap[k])
    moment = np.array([high @ d @ low for d in dipole(pos)])
    return moment, levels[k] - levels[0]


def displaced(pattern, q):
    return ring + q * pattern.reshape(6, 2) / np.sqrt(MASS)


def moment_slope(pattern, **options):
    h = 0.01
    plus = transition(displaced(pattern, h), **options)[0]
    minus = transition(displaced(pattern, -h), **options)[0]
    return (plus - minus) / (2 * h)


origin_moment = np.linalg.norm(transition(ring)[0])
assert origin_moment < 1e-9

# e2g displacements: sixfold rotation turns them by 120 degrees
turn = np.array([[0.5, -np.sqrt(0.75)], [np.sqrt(0.75), 0.5]])
move = np.zeros((12, 12))
stretching = np.zeros((6, 12))
for i in range(6):
    j = (i + 1) % 6
    move[2*j:2*j+2, 2*i:2*i+2] = turn
    unit = (ring[j] - ring[i]) / BOND
    stretching[i, 2*j:2*j+2] = unit
    stretching[i, 2*i:2*i+2] = -unit
values, patterns = np.linalg.eigh(move + move.T)
e2g = patterns[:, abs(values + 1) < 1e-8]
assert e2g.shape[1] == 4
_, singular, right = np.linalg.svd(stretching @ e2g, full_matrices=False)
assert singular[1] > 0.1 and singular[2] < 1e-10
stretch = (e2g @ right[:2].T).T
bend = (e2g @ right[2:].T).T

# All in-plane displacements: only the e2g part changes the moment linearly
all_slopes = np.array([moment_slope(v) for v in np.eye(12)]).T
outside = all_slopes @ (np.eye(12) - e2g @ e2g.T)
assert np.linalg.norm(all_slopes) > 1e-4
assert np.linalg.norm(outside) < 1e-3 * np.linalg.norm(all_slopes)

# Sum over states against moments from displaced diagonalizations
dip = dipole(ring)
from_ground = np.array([states.T @ d @ ground for d in dip])
from_upper = np.array([states.T @ d @ upper for d in dip])
e1u = abs(rot_value - 0.5) < 1e-6
e2g_states = abs(rot_value + 0.5) < 1e-6
bright = np.sort(np.argsort((from_ground**2).sum(0))[-2:])
assert abs(energy[bright[0]] - energy[bright[1]]) < 1e-8
assert e1u[bright].all()


def derivative_operators(pattern):
    h = 1e-3
    plus, minus = displaced(pattern, h), displaced(pattern, -h)
    dh = (hamiltonian(plus) - hamiltonian(minus)) / (2 * h)
    dd = (dipole(plus) - dipole(minus)) / (2 * h)
    return dh, dd


def channels(pattern):
    dh, dd = derivative_operators(pattern)
    mix_upper = np.zeros(len(energy))
    mix_ground = np.zeros(len(energy))
    other = np.arange(len(energy)) != b2u
    mix_upper[other] = (states.T @ dh @ upper)[other] / (
        energy[b2u] - energy[other])
    mix_ground[1:] = (states.T @ dh @ ground)[1:] / (energy[0] - energy[1:])
    moving = np.array([upper @ d @ ground for d in dd])
    return from_ground * mix_upper, from_upper * mix_ground, moving


for pattern in np.vstack([bend, stretch]):
    excited_part, ground_part, moving_part = channels(pattern)
    total = excited_part.sum(1) + ground_part.sum(1) + moving_part
    direct = moment_slope(pattern)
    assert np.linalg.norm(total - direct) < 2e-3 * np.linalg.norm(direct)
    small = 1e-6 * np.linalg.norm(direct)
    assert np.linalg.norm(excited_part[:, ~e1u].sum(1)) < small
    assert np.linalg.norm(ground_part[:, ~e2g_states].sum(1)) < small

excited_part, ground_part, moving_part = channels(bend[0])
total = excited_part.sum(1) + ground_part.sum(1) + moving_part


def share(vector):
    return vector @ total / (total @ total)


share_bright = share(excited_part[:, bright].sum(1))
share_e1u = share(excited_part.sum(1))
share_ground = share(ground_part.sum(1))
share_moving = share(moving_part)


def pair_slopes(pair, **options):
    return np.array([moment_slope(v, **options) for v in pair])


bend_slopes, stretch_slopes = pair_slopes(bend), pair_slopes(stretch)
for slopes in (bend_slopes, stretch_slopes):
    gram = slopes @ slopes.T
    assert np.allclose(gram, np.eye(2) * np.trace(gram) / 2,
                       atol=2e-3 * np.trace(gram))
# Pairing symmetry: no second-neighbour hopping, no borrowing
for pattern in (bend[0], stretch[0]):
    assert np.linalg.norm(moment_slope(pattern, second=0.0)) < 1e-7

bend_sum, stretch_sum = (bend_slopes**2).sum(), (stretch_slopes**2).sum()
f_bend = F_UNIT * gap * bend_sum * zero_point(NU_BEND)
f_stretch = F_UNIT * gap * stretch_sum * zero_point(NU_STRETCH)
f_bright = F_UNIT * (energy[bright[0]] - energy[0]) * (
    from_ground[:, bright]**2).sum()

# Vibrational factors: explicit oscillator diagonalization against formulas
size = 70
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
q_op = (lower + lower.T) / np.sqrt(2)
p_squared = -(lower - lower.T) @ (lower - lower.T) / 2
ratio = NU_BEND_UPPER / NU_BEND
_, vib = np.linalg.eigh(0.5 * p_squared + 0.5 * ratio**2 * q_op @ q_op)
overlap_sq = 2 * np.sqrt(ratio) / (1 + ratio)
one_quantum = 4 * ratio * overlap_sq**2 / (1 + ratio)**2
numeric = 2 * (vib[:, 1] @ q_op[:, 0])**2 * vib[0, 0]**2
assert abs(vib[:, 0] @ q_op[:, 0]) < 1e-10
assert abs(numeric - one_quantum) < 1e-8

dr = 1e-3
gap_slope = (transition(ring * (1 + dr / BOND))[1]
             - transition(ring * (1 - dr / BOND))[1]) / (2 * dr)
linear = gap_slope / np.sqrt(6 * MASS) * np.sqrt(2 * zero_point(NU_BREATH))
breath_ev = NU_BREATH * EV_PER_CM
huang_rhys = linear**2 / (2 * breath_ev**2)
_, shifted = np.linalg.eigh(np.diag(np.arange(size) + 0.5)
                            + linear / breath_ev * q_op)
poisson = np.array([np.exp(-huang_rhys) * huang_rhys**n / factorial(n)
                    for n in range(4)])
assert np.allclose(shifted[0, :4]**2, poisson, atol=1e-8)

# Coupled electronic-vibrational levels: B2u, bright E1u pair, bending pair
chosen = np.array([b2u, bright[0], bright[1]])
sub = states[:, chosen]
coupling = [sub.T @ derivative_operators(v)[0] @ sub for v in bend]
levels3 = energy[chosen] - energy[b2u]
moments3 = from_ground[:, chosen]
quantum = NU_BEND * EV_PER_CM
amplitude = np.sqrt(zero_point(NU_BEND))
top = 9
ladder = np.diag(np.sqrt(np.arange(1, top + 1)), 1)
ladder = ladder + ladder.T
n1, n2 = np.divmod(np.arange((top + 1)**2), top + 1)
keep = np.where(n1 + n2 <= top)[0]
x_ops = [np.kron(ladder, np.eye(top + 1))[np.ix_(keep, keep)],
         np.kron(np.eye(top + 1), ladder)[np.ix_(keep, keep)]]


def vibronic_lines(scale):
    count = len(keep)
    h = np.kron(np.diag(levels3), np.eye(count))
    h += np.kron(np.eye(3), np.diag(quantum * (n1 + n2)[keep]))
    for w, x in zip(coupling, x_ops):
        h += scale * amplitude * np.kron(w, x)
    e, v = np.linalg.eigh(h)
    intensity = ((moments3 @ v[[0, count, 2 * count]])**2).sum(0)
    start = np.argmax(v[0]**2)
    window = abs(e - e[start] - quantum) < 0.5 * quantum
    return intensity[start], intensity[window].sum()


first_order = sum(((moments3[:, 1:] @ (w[1:, 0] / -levels3[1:]))**2).sum()
                  for w in coupling) * amplitude**2
weak_origin, weak_line = vibronic_lines(0.1)
full_origin, full_line = vibronic_lines(1.0)
split = levels3[1]
weak_ratio = weak_line / (0.01 * first_order)
predicted_ratio = (split / (split - quantum))**2
assert abs(weak_ratio / predicted_ratio - 1) < 5e-3
assert full_origin < 1e-10 * full_line
coupling_mev = 1e3 * amplitude * np.linalg.norm(coupling[0][1:, 0])

# Size of neglected effects
nodes, weights = np.polynomial.hermite.hermgauss(8)
mean_square = sum(
    w * (transition(displaced(bend[0], np.sqrt(2) * amplitude * x))[0]**2).sum()
    for x, w in zip(nodes, weights)) / np.sqrt(np.pi)
nonlinear_ratio = mean_square / ((bend_slopes[0]**2).sum() * amplitude**2)
beta = quantum * const.e / (const.k * TEMPERATURE)
hot_fraction = np.exp(-beta)
thermal_gain = 1 / np.tanh(beta / 2)
n = np.arange(200)
assert abs(((2*n + 1) * np.exp(-beta*n)).sum() / np.exp(-beta*n).sum()
           - thermal_gain) < 1e-10


def substituted_strength(shift):
    site = np.zeros(6)
    site[0] = shift
    moment, excitation = transition(ring, site=site)
    return F_UNIT * excitation * (moment**2).sum()


f_sub_small, f_sub_large = substituted_strength(0.1), substituted_strength(1.0)
assert f_sub_small > 1e-8
short = 0.4
short_gap = transition(ring, decay=short)[1]
f_short = F_UNIT * short_gap * (
    (pair_slopes(bend, decay=short)**2).sum() * zero_point(NU_BEND)
    + (pair_slopes(stretch, decay=short)**2).sum() * zero_point(NU_STRETCH))

origin_ev = gap - huang_rhys * breath_ev + (NU_BEND_UPPER - NU_BEND) * EV_PER_CM
second_hop = HOP * np.exp(-(np.sqrt(3) - 1) * BOND / DECAY)

print(f"Bond length: {BOND:.2f} angstrom; CH mass: {MASS:.1f} amu")
print(f"Nearest hopping: {HOP:.2f} eV; decay: {DECAY:.2f} angstrom")
print(f"Second-neighbour hopping: {second_hop:.3f} eV")
print(f"On-site repulsion: {REPULSION:.1f} eV")
print(f"e2g bend, lower/upper: {NU_BEND:.0f} / {NU_BEND_UPPER:.0f} cm^-1")
print(f"e2g stretch: {NU_STRETCH:.0f} cm^-1; breathing: {NU_BREATH:.0f} cm^-1")
print(f"Vertical B2u energy: {gap:.3f} eV")
print(f"Bright E1u energy: {energy[bright[0]] - energy[0]:.3f} eV")
print(f"E1u-B2u gap: {split:.3f} eV")
print(f"Bright E1u oscillator strength, both components: {f_bright:.3f}")
print(f"B2u moment at D6h geometry: {origin_moment:.1e} e angstrom")
print(f"Bend moment slope: {np.sqrt(bend_sum/2):.5f} e/sqrt(amu)")
print(f"Stretch moment slope: {np.sqrt(stretch_sum/2):.5f} e/sqrt(amu)")
print(f"Bend rms zero-point Q: {amplitude:.4f} angstrom sqrt(amu)")
print(f"B2u-E1u coupling at rms Q: {coupling_mev:.3f} meV")
print(f"Bend slope share, bright E1u: {share_bright:.4f}")
print(f"Bend slope share, all E1u: {share_e1u:.4f}")
print(f"Bend slope share, E2g mixed into ground: {share_ground:.4f}")
print(f"Bend slope share, moving orbitals: {share_moving:.4f}")
print(f"Borrowed f, bend pair: {f_bend:.3e}")
print(f"Borrowed f, stretch pair: {f_stretch:.3e}")
print(f"Borrowed f, total: {f_bend + f_stretch:.3e}")
print(f"One-quantum fraction of bend strength: {one_quantum:.4f}")
print(f"B2u energy slope with ring radius: {gap_slope:.3f} eV/angstrom")
print(f"Breathing Huang-Rhys factor: {huang_rhys:.4f}")
print(f"Dark origin: {origin_ev:.4f} eV = {NM_EV/origin_ev:.2f} nm")
for k in range(4):
    line = origin_ev + (NU_BEND_UPPER + k * NU_BREATH) * EV_PER_CM
    strength = (F_UNIT * line * bend_sum * zero_point(NU_BEND)
                * one_quantum * poisson[k])
    print(f"Bend + {k} breathing: {line:.4f} eV, {NM_EV/line:.2f} nm, "
          f"f={strength:.3e}")
print(f"248 nm photon energy: {NM_EV/248:.4f} eV")
print(f"Weak-coupling intensity ratio, diagonalized: {weak_ratio:.4f}")
print(f"Weak-coupling intensity ratio, formula: {predicted_ratio:.4f}")
print(f"Full-coupling line / first-order line: {full_line/first_order:.4f}")
print(f"Full-coupling origin / line: {full_origin/full_line:.1e}")
print(f"Nonlinear / linear mean-square moment: {nonlinear_ratio:.4f}")
print(f"Hot/cold bend line ratio at {TEMPERATURE:.0f} K: {hot_fraction:.4f}")
print(f"Thermal gain of bend strength: {thermal_gain:.4f}")
print(f"Total borrowed f with decay {short:.1f} angstrom: {f_short:.3e}")
print(f"Static f with 0.1 eV site shift: {f_sub_small:.3e}")
print(f"Static f with 1.0 eV site shift: {f_sub_large:.3e}")
print("OK")
```

Output:

```
Bond length: 1.40 angstrom; CH mass: 13.0 amu
Nearest hopping: -2.40 eV; decay: 0.50 angstrom
Second-neighbour hopping: -0.309 eV
On-site repulsion: 11.0 eV
e2g bend, lower/upper: 600 / 520 cm^-1
e2g stretch: 1600 cm^-1; breathing: 950 cm^-1
Vertical B2u energy: 4.274 eV
Bright E1u energy: 6.925 eV
E1u-B2u gap: 2.650 eV
Bright E1u oscillator strength, both components: 1.559
B2u moment at D6h geometry: 5.2e-16 e angstrom
Bend moment slope: 0.08850 e/sqrt(amu)
Stretch moment slope: 0.05069 e/sqrt(amu)
Bend rms zero-point Q: 0.1676 angstrom sqrt(amu)
B2u-E1u coupling at rms Q: 39.536 meV
Bend slope share, bright E1u: 1.1410
Bend slope share, all E1u: 1.1311
Bend slope share, E2g mixed into ground: -0.1311
Bend slope share, moving orbitals: -0.0000
Borrowed f, bend pair: 1.646e-04
Borrowed f, stretch pair: 2.025e-05
Borrowed f, total: 1.848e-04
One-quantum fraction of bend strength: 0.9898
B2u energy slope with ring radius: -11.317 eV/angstrom
Breathing Huang-Rhys factor: 2.1001
Dark origin: 4.0172 eV = 308.63 nm
Bend + 0 breathing: 4.0817 eV, 303.76 nm, f=1.905e-05
Bend + 1 breathing: 4.1994 eV, 295.24 nm, f=4.115e-05
Bend + 2 breathing: 4.3172 eV, 287.18 nm, f=4.443e-05
Bend + 3 breathing: 4.4350 eV, 279.56 nm, f=3.195e-05
248 nm photon energy: 4.9994 eV
Weak-coupling intensity ratio, diagonalized: 1.0586
Weak-coupling intensity ratio, formula: 1.0586
Full-coupling line / first-order line: 1.0560
Full-coupling origin / line: 2.5e-20
Nonlinear / linear mean-square moment: 0.9993
Hot/cold bend line ratio at 300 K: 0.0563
Thermal gain of bend strength: 1.1193
Total borrowed f with decay 0.4 angstrom: 1.031e-04
Static f with 0.1 eV site shift: 6.838e-05
Static f with 1.0 eV site shift: 6.766e-03
OK
```
